\section*{Charge–voltage law and second-harmonic cancellation in opposed uniform-ion rf sheaths, part 2}

An rf generator moves a slab of electrons to and fro between two plane parallel electrodes, $a$ at $x=0$ and $b$ at $x=L$. The bare ion layers in front of the electrodes are the sheaths. Each is nonlinear, but for identical sheaths with uniform ions the voltage between the electrodes is linear in the transferred charge. The question now is what this depends on.

SI units are used, $e$ is the positive elementary charge, and $\varepsilon_0$ is the vacuum permittivity. The singly charged ions have the density $n$, constant in time and, as an idealization, in space. Electrons of density $n$ fill $s_a<x<L-s_b$ with sharp edges. The field in this neutral region and the particle losses to the electrodes have so far been neglected.

The potentials of the plasma and the electrodes are $\phi_p$, $\phi_a$ and $\phi_b$, with $V_a=\phi_p-\phi_a$ and $V_b=\phi_p-\phi_b$. The positive sheath charges per unit area are $Q_a=ens_a$ and $Q_b=ens_b$, and
\[
V_a=\frac{Q_a^2}{2en\varepsilon_0},\qquad V_b=\frac{Q_b^2}{2en\varepsilon_0}.
\]
If no electron enters or leaves the gap, $Q_a+Q_b$ has the constant value $2Q_0$. The transferred charge $q$ is positive when the electrons are displaced towards $b$, and $|q|\le Q_0$ because the widths cannot be negative. For a sinusoidal current of angular frequency $\omega$, $q=Q_1\cos\omega t$. The fundamentals of $V_a$ and $V_b$ are then in antiphase and their second harmonics in phase, so the second harmonics cancel in $\phi_a-\phi_b$.

The example has $n=10^{15}\ \mathrm{m^{-3}}$, frequency $f=13.56$ MHz, $L=40$ mm, mean sheath width 3 mm and edge amplitude 2 mm, so the smallest width is 1 mm. Each sheath voltage has a second harmonic of 18.10 V. These values were checked by summing Poisson's equation over small cells of the gap.

\section{Unequal sheaths, other sheath laws and neglected effects}

The symbols carry over. The sheaths at electrodes $a$ and $b$ have widths $s_a$, $s_b$ and positive charges per area $Q_a=ens_a$, $Q_b=ens_b$. The plasma lies above the electrodes by $V_a$ and $V_b$, each given by $V=Q^2/(2en\varepsilon_0)$. For identical sheaths $Q_a=Q_0+q$ and $Q_b=Q_0-q$, with $q=Q_1\cos\omega t$ for a sinusoidal current. Then $\phi_a-\phi_b=V_b-V_a=-2Q_0q/(en\varepsilon_0)$. The mean width is $s_0=Q_0/(en)$ and the edge amplitude $s_1=Q_1/(en)$. In the example $s_0=3$ mm, $s_1=2$ mm, and the voltage between the electrodes has the amplitude 217.14 V.

Consider first two sheaths that differ. Let the electrodes have areas $A_a$ and $A_b$, and let the ion densities in front of them be $n_a$ and $n_b$. Each sheath is still treated as plane and uniform, and no current flows to other walls. The current through both sheaths is then the same, so the same total charge $q_1\cos\omega t$ is added to one and taken from the other. Per unit area,
\begin{equation}
Q_a=\bar Q_a+\frac{q_1}{A_a}\cos\omega t,\qquad
Q_b=\bar Q_b-\frac{q_1}{A_b}\cos\omega t ,
\end{equation}
where the bars denote means. In $V_a=Q_a^2/(2en_a\varepsilon_0)$ the second harmonic comes from the square of the oscillating part, and $\cos^2\omega t$ contributes a factor $1/2$. Its coefficient is $q_1^2/(4en_a\varepsilon_0A_a^2)$. The result for $b$ has the same form and the same sign. The coefficient of $\cos2\omega t$ in $\phi_a-\phi_b=V_b-V_a$ is therefore
\begin{equation}
U_2=\frac{q_1^2}{4e\varepsilon_0}
\left(\frac{1}{n_bA_b^2}-\frac{1}{n_aA_a^2}\right).
\end{equation}
The mean charges do not enter. A difference in mean width alone leaves the cancellation intact, while a difference in density or area in general spoils it. Identical sheaths are sufficient but not necessary, since $n_aA_a^2=n_bA_b^2$ is enough.

In the example let $b$ have twice the area of $a$ at the same density, and keep the charge swing at $a$. The second harmonic in $V_b$ is then a quarter of its former value, and $U_2=18.10\,(1/4-1)=-13.6$ V. If the density at $b$ is also reduced to a quarter, the bracket vanishes. The summation of Poisson's equation then leaves a few microvolts, which is within its discretization error.

The same bracket governs the self-bias in one limit. Suppose that both sheaths collapse fully once per period, so that $\bar Q_a=q_1/A_a$ and $\bar Q_b=q_1/A_b$. The mean of $Q_a^2$ is then $\bar Q_a^2+\tfrac12(q_1/A_a)^2=\tfrac32(q_1/A_a)^2$, and likewise for $b$. The mean voltage between the electrodes is
\begin{equation}
\overline{\phi_a-\phi_b}=\frac{3q_1^2}{4e\varepsilon_0}
\left(\frac{1}{n_bA_b^2}-\frac{1}{n_aA_a^2}\right)=3U_2 .
\end{equation}
At equal densities the smaller electrode acquires the lower mean potential. In this limit the self-bias and the second harmonic vanish together. The factor 3 needs full collapse. Residual widths add to the mean charges, and for $A_b=2A_a$ with residual widths near 1 mm, as in the example, the factor is nearer 4. A mean voltage can stand only if the external circuit passes no direct current, as with a blocking capacitor. For identical sheaths with equal mean charges, both vanish whether or not the collapse is complete.

The next question is how much of the cancellation is due to the quadratic law and how much to symmetry. Let both sheaths obey some common law $V=F(Q)$, with $Q_a+Q_b=2Q_0$ as before. Such a law arises, for instance, if the ion density varies with distance from the electrode in the same way on both sides. Then
\begin{equation}
\phi_a-\phi_b=h(q)=F(Q_0-q)-F(Q_0+q),\qquad h(-q)=-h(q).
\end{equation}
A sinusoidal $q$ changes sign when $t$ advances by half a period $T/2$, and so does $h$. The Fourier coefficient of order $m$ can be written as an integral over the first half-period, with the second half shifted back onto it:
\begin{align}
c_m&=\frac1T\int_0^{T}h\,e^{-im\omega t}dt
=\frac1T\int_0^{T/2}\left[h(t)+h(t+T/2)\,e^{-im\pi}\right]e^{-im\omega t}dt\nonumber\\
&=\frac{1-(-1)^m}{T}\int_0^{T/2}h(t)\,e^{-im\omega t}dt .
\end{align}
It vanishes for even $m$. The absence of the second harmonic thus follows from symmetry, for any common law $F$ and any $q$ with $q(t+T/2)=-q(t)$.

What the quadratic law adds is seen from the Taylor series about $Q_0$, where the even powers of $q$ cancel:
\begin{equation}
h(q)=-2F'(Q_0)\,q-\frac{F'''(Q_0)}{3}\,q^3-\dots
\end{equation}
Since $\cos^3\omega t=\tfrac14(3\cos\omega t+\cos3\omega t)$, the cubic term gives a third harmonic of coefficient $-F'''(Q_0)Q_1^3/12$, to leading order in $Q_1$. For the quadratic law $F'''$ and all higher derivatives are zero. The odd overtones then vanish too, and so does any mixing of frequencies when $q$ lacks the half-wave symmetry.

A definite departure from the quadratic law comes from the electron temperature. Let $T_e$ be this temperature expressed in volts, and let $\psi\ge0$ be the plasma potential minus the local potential. If the electrons are in equilibrium with the instantaneous potential, their density is $n\exp(-\psi/T_e)$, and the edge is no longer sharp. With $z$ measured from the plasma towards the electrode, Poisson's equation is
\begin{equation}
\frac{d^2\psi}{dz^2}=\frac{en}{\varepsilon_0}\left(1-e^{-\psi/T_e}\right).
\end{equation}
Multiply by $d\psi/dz$ and integrate from the plasma, where $\psi$ and its derivative vanish:
\begin{equation}
\frac12\left(\frac{d\psi}{dz}\right)^2
=\frac{en}{\varepsilon_0}\left[\psi-T_e\left(1-e^{-\psi/T_e}\right)\right].
\end{equation}
At the electrode $\psi=V$, and by Gauss's law $d\psi/dz=Q/\varepsilon_0$, where $Q$ is now the net positive charge per area. Multiplication by $\varepsilon_0/(en)$ gives
\begin{equation}
\frac{Q^2}{2en\varepsilon_0}=V-T_e\left(1-e^{-V/T_e}\right).
\end{equation}
For $V\gg T_e$ the sheath voltage is the quadratic law plus the constant $T_e$, and a constant common to both sheaths drops out of their difference. What remains is
\begin{equation}
\phi_a-\phi_b=-\frac{2Q_0q}{en\varepsilon_0}
-T_e\left(e^{-V_b/T_e}-e^{-V_a/T_e}\right).
\end{equation}
The correction consists of a short pulse when one sheath is narrow and a pulse of opposite sign half a period later. In the opposite limit $V\ll T_e$, expansion of the exponential to second order turns the law into $Q^2/(2en\varepsilon_0)=V^2/(2T_e)$. Hence $V=Q\lambda_D/\varepsilon_0$, with the Debye length $\lambda_D=\sqrt{\varepsilon_0T_e/(en)}$. A nearly collapsed sheath is a linear capacitor of width $\lambda_D$, and the quadratic law fails there.

For $T_e=3$ V the Debye length is 0.41 mm, below the smallest width of 1 mm in the example. Integration of Poisson's equation with these electrons gives a second harmonic of 18.08 V in each sheath, against 18.10 V for the sharp edge. Between the electrodes the second harmonic again vanishes to rounding. A third harmonic of 0.0175 V survives, less than one part in ten thousand of the fundamental. This small figure belongs to uniform ions. In a collisionless sheath whose ions thin out as they accelerate, $F'''$ is not small, and at such voltages the third harmonic between the electrodes is a few per cent of the fundamental.

The field in the neutral region was set to zero, although a force is needed to accelerate the electrons. Return to the sharp edge and cold electrons, and let the slab be displaced by $\xi=q/(en)$. A uniform field $E_B$ moves all its electrons alike, so the slab stays rigid. With electron mass $m$,
\begin{equation}
m\frac{d^2\xi}{dt^2}=-eE_B,\qquad
E_B=\frac{m\omega^2}{e}\,\xi\quad\text{for }\xi=s_1\cos\omega t .
\end{equation}
Gauss's law fixes the slope of the field in the sheaths, and continuity at the edges then adds the same $E_B$ to the field there. The extra field extends over the whole gap and contributes $E_BL$ to $\phi_a-\phi_b=\int_0^LE\,dx$:
\begin{equation}
\phi_a-\phi_b=\left(\frac{m\omega^2L}{e}-\frac{2ens_0}{\varepsilon_0}\right)\xi .
\end{equation}
The relation remains linear, and inertia creates no harmonics in this model. The added amplitude is 3.30 V, or 1.5\% of 217.14 V, and it has the opposite sign. At a higher frequency the bracket passes through zero, which is a series resonance of the slab with the two sheaths. There the neglect of $E_B$ is not allowed, and the condition $|q|\le Q_0$ limits the drive.

There remain the particles lost to the electrodes. They make $Q_a+Q_b$ vary, and over many periods they determine $Q_0$. Let ions leave towards each electrode with the flux $nu$. An electron reaches the electrode if its velocity $v$ towards it exceeds $v_0$, where $mv_0^2/2=eV$. For a Maxwellian distribution the flux is
\begin{equation}
n\sqrt{\frac{m}{2\pi eT_e}}\int_{v_0}^{\infty}v\,e^{-mv^2/(2eT_e)}dv
=nv_e\,e^{-V/T_e},\qquad v_e=\sqrt{\frac{eT_e}{2\pi m}} .
\end{equation}
Ionization creates charges in pairs and does not alter the net charge. A lost ion lowers the net positive charge in the gap, and a lost electron raises it. For $w=s_a+s_b=(Q_a+Q_b)/(en)$ this means
\begin{equation}
\frac{dw}{dt}=-2u+v_e\left(e^{-V_a/T_e}+e^{-V_b/T_e}\right).
\end{equation}
Let the voltage $-V_{\rm rf}\cos\omega t$ be imposed, and neglect inertia. From $V_b-V_a=en(s_b-s_a)w/(2\varepsilon_0)$ one finds
\begin{equation}
\frac{s_a-s_b}{2}=\frac{\varepsilon_0V_{\rm rf}}{en\,w}\cos\omega t .
\end{equation}
At a given instant a larger $w$ makes neither sheath narrower, as long as both widths are positive. For the sheath that is wider at that instant, the width is $\tfrac12(w+g/w)$ with $0\le g\le w^2$, and its derivative $\tfrac12(1-g/w^2)$ is not negative. For the other it is $\tfrac12(w-g/w)$, which increases. The electron loss therefore decreases with $w$, any two solutions approach each other, and there is at most one periodic solution. It exists with positive widths when $u/v_e$ lies well below the average of $e^{-V/T_e}$ for a sheath that collapses fully, which is about 0.2 in the example. A shift by $T/2$ exchanges the sheaths and leaves the equation for $w$ unchanged, so this solution has the period $T/2$.

Two consequences follow. First, $w$ falls at most at the rate $2u$, and from a maximum to the next minimum it has at most the time $T/2$. Its peak-to-peak ripple cannot exceed $uT=u/f$. Second, $(s_a-s_b)/2$ changes sign under the half-period shift, so the transferred charge has no even harmonics. The ripple of $w$ at $2\omega$ does mix with the fundamental and produces a third harmonic.

With $u=2500$ m/s and $T_e=3$ V the bound is 0.18 mm, and numerical integration gives a ripple of 0.11 mm, about 2\% of $w$. The third harmonic of the charge is 0.6\% of its fundamental, and the second is at rounding level. The mean width of one sheath comes out as 2.95 mm and the smallest as 0.93 mm. The chosen values of 3 mm and 1 mm are thus close to what particle balance requires within the uniform-ion model.

The balance also shows why the collapse is incomplete. In the periodic state the average of $e^{-V/T_e}$ in each sheath must equal $u/v_e$. With $v_e=2.90\times10^5$ m/s this is 0.0086, so a brief approach to a few times $T_e$ lets enough electrons escape. The width varies as the square root of the voltage, and a small residual voltage leaves a sizeable residual width. This calculation keeps the sharp-edge law at voltages of a few $T_e$. There the soft edge raises $V$ by nearly $T_e$ at a given charge, so the true residual width in this model is somewhat smaller. The calculation also leaves out the thinning of the ions as they accelerate through the sheath. The agreement therefore shows that the example is roughly consistent within the model, and it does not predict the sheath width of a real discharge.

\section*{Computed values}
\begin{verbatim}
INPUTS
ion density n = 1.000e+15 m^-3
frequency f = 13.56 MHz
gap L = 40.0 mm
mean sheath width s0 = 3.00 mm
edge amplitude s1 = 2.00 mm
electron temperature Te = 3.0 V
ion loss speed u = 2500 m/s
CHARGE AND CURRENT
angular frequency = 8.5200e+07 rad/s
mean charge Q0 = 4.8065e-07 C/m^2
charge amplitude Q1 = 3.2044e-07 C/m^2
current density amplitude J0 = 27.301 A/m^2
series capacitance per area = 1.4757e-09 F/m^2
SHEATH VOLTAGES FROM SUMMED POISSON EQUATION
smallest Va = 9.05 V
largest Va = 226.19 V
mean Va = 99.52 V
mean Vb = 99.52 V
first harmonic of Va = 108.57 V
first harmonic of Vb = -108.57 V
second harmonic of Va = 18.10 V
second harmonic of Vb = 18.10 V
second/first ratio in Va = 0.1667
VOLTAGE BETWEEN ELECTRODES, phi_a - phi_b
first harmonic = -217.14 V
second harmonic magnitude = 1.3e-13 V
third harmonic magnitude = 9.9e-14 V
second harmonic, Ab = 2 Aa = -13.57 V
second harmonic magnitude, Ab = 2 Aa, nb = na/4 = 3.6e-06 V
SOFT ELECTRON EDGE
Debye length = 0.407 mm
second harmonic of Va = 18.08 V
second harmonic magnitude between electrodes = 4.4e-15 V
third harmonic magnitude between electrodes = 0.0175 V
INERTIA AND WALL LOSSES
inertia voltage amplitude = 3.30 V
inertia/sheath voltage ratio = 0.0152
electron loss speed at zero barrier = 2.898e+05 m/s
mean width from particle balance = 2.953 mm
smallest width from particle balance = 0.925 mm
summed-width ripple, peak to peak = 0.1133 mm
ripple bound u/f = 0.1844 mm
second/first harmonic of charge = 4.2e-16
third/first harmonic of charge = 0.00559
\end{verbatim}
